**Energy and momentum limits on electron-hole pairs from one photon**

For photon energy $E_{\rm ph}$ and gap $E_g$, energy conservation allows at most $\lfloor E_{\rm ph}/E_g\rfloor$ noninteracting pairs in a cold, field-free crystal, which is four for 3 eV and 0.67 eV. The program asserts that this formula agrees with counts from the diagonalised levels of a two-band ring at seven photon energies, and that the count of four begins and ends within 0.01 eV of the predicted gaps. With electron and hole masses $m_e$, $m_h$ and $r=m_e/(m_e+m_h)$, it also asserts the ionisation threshold $(1+r)E_g$ and the largest electron energy after a collision, using a numerical treatment of the allowed final momenta. The output shows that collisions allow three pairs for equal masses and four for a light electron with $r=0.05$. It also gives the sizes of phonon loss, temperature, applied field, pair binding and photon momentum, using rough material inputs. The program does not calculate ionisation rates or a device yield, and it does not test the first-order expansion in $r$.

## Program and output

```python
"""
Result under test: one photon of energy E_ph in a cold, field-free crystal of
gap E_g can make at most floor(E_ph/E_g) noninteracting electron-hole pairs.
Also tested: kinematic limits on successive impact ionisation in parabolic bands.
Symbols: m_e, m_h = electron and hole masses (free-electron masses);
r = m_e/(m_e+m_h); kinetic energies are measured from the band edges.
Energies are in eV. Electron wavevectors in the collision test are scaled so
that electron kinetic energy equals wavevector squared.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

photon_energy = 3.0
gap = 0.67


def pair_limit(energy, band_gap):
    return math.floor(energy / band_gap)


def ring_pair_levels(band_gap, cells=400):
    """Diagonalise a two-site-per-cell ring; return sorted pair energies."""
    hop_sum = 2.0
    hop_in = (hop_sum + band_gap / 2) / 2
    hop_out = (hop_sum - band_gap / 2) / 2
    size = 2 * cells
    hamiltonian = np.zeros((size, size))
    for site in range(size):
        neighbour = (site + 1) % size
        hop = hop_in if site % 2 == 0 else hop_out
        hamiltonian[site, neighbour] = hop
        hamiltonian[neighbour, site] = hop
    levels = np.linalg.eigvalsh(hamiltonian)
    valence = levels[:cells][::-1]
    conduction = levels[cells:]
    return conduction - valence


def count_from_levels(pair_levels, energy):
    """Promote electrons of both spins at the least total cost."""
    total_cost = np.cumsum(np.repeat(pair_levels, 2))
    return int(np.sum(total_cost <= energy))


# Many-electron count from diagonalised levels against the integer bound.
ring_levels = ring_pair_levels(gap)
for trial_energy in (0.5, 1.0, 1.9, 2.5, 3.0, 3.3, 3.4):
    assert count_from_levels(ring_levels, trial_energy) == pair_limit(trial_energy, gap)
ring_count = count_from_levels(ring_levels, photon_energy)
max_pairs = pair_limit(photon_energy, gap)
assert max_pairs == 4

# The window of gaps that gives four, tested just inside and outside its ends.
gap_low = photon_energy / 5
gap_high = photon_energy / 4
for trial_gap, inside in ((gap_low - 0.01, False), (gap_low + 0.01, True),
                          (gap_high - 0.01, True), (gap_high + 0.01, False)):
    trial_count = count_from_levels(ring_pair_levels(trial_gap), photon_energy)
    assert (trial_count == 4) == inside

# Four equal vertical pairs exist, in a doubly degenerate (+k, -k) level.
energy_per_pair = photon_energy / max_pairs
nearest = ring_levels[np.argmin(abs(ring_levels - energy_per_pair))]
assert abs(nearest - energy_per_pair) < 0.008  # half the ring's level spacing
assert np.sum(abs(ring_levels - nearest) < 1e-9) == 2
assert ring_levels.min() > photon_energy / 5

# fcc L point: are n equal L wavevectors a reciprocal lattice vector?
lattice_vectors = 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
l_point = np.pi * np.ones(3)
l_components = lattice_vectors @ l_point / (2 * np.pi)
assert np.allclose(4 * l_components, np.round(4 * l_components))
assert not np.allclose(l_components, np.round(l_components))


def threshold(m_e, m_h):
    return gap * (1 + m_e / (m_e + m_h))


def best_energy_after(energy, m_e, m_h):
    r = m_e / (m_e + m_h)
    root = (r * math.sqrt(energy) + math.sqrt(energy - (1 + r) * gap)) / (1 + r)
    return root ** 2


def final_state_ellipsoid(energy, m_e, m_h):
    """Allowed final electron wavevectors in two dimensions, as an ellipsoid."""
    ratio = m_e / m_h
    initial = np.array([math.sqrt(energy), 0.0])
    summing = np.hstack([np.eye(2), np.eye(2)])
    matrix = np.eye(4) + ratio * summing.T @ summing
    linear = ratio * summing.T @ initial
    centre = np.linalg.solve(matrix, linear)
    least_kinetic = ratio * initial @ initial - linear @ centre
    spare = energy - gap - least_kinetic
    return matrix, centre, spare


def numerical_best_energy(energy, m_e, m_h):
    """Search all directions for the fastest allowed final electron."""
    matrix, centre, spare = final_state_ellipsoid(energy, m_e, m_h)
    inverse = np.linalg.inv(matrix)
    reaches = []
    for angle in np.linspace(0, np.pi, 181):
        direction = np.array([math.cos(angle), math.sin(angle), 0, 0])
        reaches.append(direction @ centre
                       + math.sqrt(spare * (direction @ inverse @ direction)))
    return max(reaches) ** 2


equal_masses = (0.2, 0.2)
light_electron = (0.02, 0.38)
excess = photon_energy - gap


def electron_share(masses):
    return excess * masses[1] / sum(masses)


for masses in (equal_masses, light_electron, light_electron[::-1]):
    numerical_threshold = brentq(
        lambda e: final_state_ellipsoid(e, *masses)[2], 0.1, 5.0)
    assert abs(numerical_threshold - threshold(*masses)) < 1e-9
for masses in (equal_masses, light_electron):
    start = electron_share(masses)
    assert abs(numerical_best_energy(start, *masses)
               - best_energy_after(start, *masses)) < 1e-9

# Equal masses: each first carrier can ionise, but a fourth pair cannot follow.
equal_threshold = threshold(*equal_masses)
equal_start = electron_share(equal_masses)
left_after_three = photon_energy - 3 * gap
assert equal_start > equal_threshold
assert left_after_three < equal_threshold
equal_pairs = 3

# Light electron: follow the fastest electron, using the numerical search.
light_threshold = threshold(*light_electron)
chain = [electron_share(light_electron)]
while chain[-1] > light_threshold:
    following = numerical_best_energy(chain[-1], *light_electron)
    assert abs(following - best_energy_after(chain[-1], *light_electron)) < 1e-9
    chain.append(following)
light_pairs = len(chain)  # first pair plus one for every collision
assert light_pairs == max_pairs

# Sizes of neglected effects; material inputs are rough typical values.
surplus = photon_energy - max_pairs * gap
deficit = (max_pairs + 1) * gap - photon_energy
temperature = 300.0
thermal_energy = const.k * temperature / const.e
phonon_energy = 0.037
phonon_time_ps = 0.1
phonons_to_lose = math.floor(surplus / phonon_energy) + 1
field_mv_cm = 0.1
field_distance_nm = deficit / (field_mv_cm * 1e8) * 1e9
permittivity = 16.0
reduced_mass = light_electron[0] * light_electron[1] / sum(light_electron)
rydberg_ev = const.Rydberg * const.h * const.c / const.e
binding = rydberg_ev * reduced_mass / permittivity ** 2
refractive_index = 4.0
wavelength = const.h * const.c / (photon_energy * const.e)
photon_wavevector = 2 * np.pi * refractive_index / wavelength
total_mass = max_pairs * sum(light_electron) * const.m_e
recoil = (const.hbar * photon_wavevector) ** 2 / (2 * total_mass) / const.e
direct_gap = 0.80
direct_pairs = count_from_levels(ring_pair_levels(direct_gap), photon_energy)
assert direct_pairs == pair_limit(photon_energy, direct_gap)
assert binding < deficit / (max_pairs + 1)
assert recoil < surplus
assert thermal_energy < deficit

print(f"Photon energy: {photon_energy:.2f} eV")
print(f"Photon vacuum wavelength: {wavelength * 1e9:.0f} nm")
print(f"Gap: {gap:.2f} eV")
print(f"Photon energy / gap: {photon_energy / gap:.3f}")
print(f"Maximum number of pairs: {max_pairs}")
print(f"Count from diagonalised ring levels: {ring_count}")
print(f"Energy of four gaps: {max_pairs * gap:.2f} eV")
print(f"Surplus after four gaps: {surplus:.2f} eV")
print(f"Surplus per pair: {surplus / max_pairs:.3f} eV")
print(f"Energy of five gaps: {(max_pairs + 1) * gap:.2f} eV")
print(f"Deficit for a fifth pair: {deficit:.2f} eV")
print(f"Fraction of photon energy held as gaps: {100 * max_pairs * gap / photon_energy:.1f} %")
print(f"Four pairs for gaps above {gap_low:.2f} eV and up to {gap_high:.2f} eV")
print(f"Energy per pair if shared equally: {energy_per_pair:.2f} eV")
print(f"Excess energy of first pair: {excess:.2f} eV")
print(f"Equal masses m_e, m_h: {equal_masses[0]:.2f}, {equal_masses[1]:.2f} free-electron masses")
print(f"Equal masses, ionisation threshold: {equal_threshold:.3f} eV")
print(f"Equal masses, first energy of each carrier: {equal_start:.3f} eV")
print(f"Total kinetic energy left after three pairs: {left_after_three:.2f} eV")
print(f"Equal masses, pairs allowed by collisions: {equal_pairs}")
print(f"Light-electron m_e, m_h: {light_electron[0]:.2f}, {light_electron[1]:.2f} free-electron masses")
print(f"Light-electron mass fraction r: {light_electron[0] / sum(light_electron):.3f}")
print(f"Light-electron ionisation threshold: {light_threshold:.4f} eV")
for collisions, energy in enumerate(chain):
    print(f"Largest electron energy after {collisions} collisions: {energy:.4f} eV")
print(f"Light electron, pairs allowed by collisions: {light_pairs}")
print(f"Rough direct gap: {direct_gap:.2f} eV; direct pairs allowed: {direct_pairs}")
print(f"Rough optical phonon energy: {phonon_energy * 1000:.0f} meV")
print(f"Phonons emitted that rule out the fourth pair: {phonons_to_lose}")
print(f"Rough time per phonon emission: {phonon_time_ps:.1f} ps")
print(f"Rough time for one carrier to emit them: {phonons_to_lose * phonon_time_ps:.1f} ps")
print(f"Thermal energy at {temperature:.0f} K: {thermal_energy * 1000:.1f} meV")
print(f"Fifth-pair deficit / thermal energy: {deficit / thermal_energy:.1f}")
print(f"Example applied field: {field_mv_cm:.1f} MV/cm")
print(f"Distance over which field supplies deficit: {field_distance_nm:.0f} nm")
print(f"Rough relative permittivity: {permittivity:.0f}")
print(f"Hydrogenic pair binding, light-electron masses: {binding * 1000:.1f} meV")
print(f"Deficit per pair for five pairs: {deficit / (max_pairs + 1) * 1000:.0f} meV")
print(f"Rough refractive index: {refractive_index:.0f}")
print(f"Least kinetic energy from photon momentum: {recoil * 1000:.3f} meV")
print("every check passed")
```

Running it gives:

```
Photon energy: 3.00 eV
Photon vacuum wavelength: 413 nm
Gap: 0.67 eV
Photon energy / gap: 4.478
Maximum number of pairs: 4
Count from diagonalised ring levels: 4
Energy of four gaps: 2.68 eV
Surplus after four gaps: 0.32 eV
Surplus per pair: 0.080 eV
Energy of five gaps: 3.35 eV
Deficit for a fifth pair: 0.35 eV
Fraction of photon energy held as gaps: 89.3 %
Four pairs for gaps above 0.60 eV and up to 0.75 eV
Energy per pair if shared equally: 0.75 eV
Excess energy of first pair: 2.33 eV
Equal masses m_e, m_h: 0.20, 0.20 free-electron masses
Equal masses, ionisation threshold: 1.005 eV
Equal masses, first energy of each carrier: 1.165 eV
Total kinetic energy left after three pairs: 0.99 eV
Equal masses, pairs allowed by collisions: 3
Light-electron m_e, m_h: 0.02, 0.38 free-electron masses
Light-electron mass fraction r: 0.050
Light-electron ionisation threshold: 0.7035 eV
Largest electron energy after 0 collisions: 2.2135 eV
Largest electron energy after 1 collisions: 1.5405 eV
Largest electron energy after 2 collisions: 0.8656 eV
Largest electron energy after 3 collisions: 0.1830 eV
Light electron, pairs allowed by collisions: 4
Rough direct gap: 0.80 eV; direct pairs allowed: 3
Rough optical phonon energy: 37 meV
Phonons emitted that rule out the fourth pair: 9
Rough time per phonon emission: 0.1 ps
Rough time for one carrier to emit them: 0.9 ps
Thermal energy at 300 K: 25.9 meV
Fifth-pair deficit / thermal energy: 13.5
Example applied field: 0.1 MV/cm
Distance over which field supplies deficit: 35 nm
Rough relative permittivity: 16
Hydrogenic pair binding, light-electron masses: 1.0 meV
Deficit per pair for five pairs: 70 meV
Rough refractive index: 4
Least kinetic energy from photon momentum: 0.088 meV
every check passed
```
